# Why series scattering in one channel gives Ohmic and contact resistance, part 2

A narrow wire holds a row of $N$ elastic scatterers at spacing $d$, with length $L=Nd$. It has one channel: at each energy $E$, one state moving right and one moving left, for each of two spins. Scatterer $i$ transmits with probability $T_i$ and reflects with probability $R_i=1-T_i$. The whole line has transmission $T$ and reflection $R=1-T$. If phase is lost between scatterers, summing the paths with any number of round trips gives

$$\frac{1-T}{T}=\sum_i\frac{1-T_i}{T_i}=\frac L\lambda,$$

where $\lambda$ is the backscattering length; for equal scatterers, $\lambda=dT_1/(1-T_1)$.

The line joins two reservoirs that absorb every electron reaching them and send out electrons with Fermi functions $f_L$ (left) and $f_R$ (right). At voltage $V$, with $e>0$, electrons flow from left to right, and the current has magnitude

$$I=\frac{2e}{2\pi\hbar}\int T\,(f_L-f_R)\,dE=\frac{2e}{h}\int T\,(f_L-f_R)\,dE .$$

For $T$ independent of energy, the resistance $R_{\rm line}=V/I$ is

$$R_{\rm line}=\frac{h}{2e^2}\left[1+\sum_i\frac{1-T_i}{T_i}\right]=\frac{h}{2e^2}\left(1+\frac L\lambda\right),$$

with $h/2e^2=12.906$ kΩ. The first term remains when all scatterers are removed. Temperature is written $T_{\rm K}$, and $k_B$ is Boltzmann's constant.

If phase is kept, adding one scatterer to a chain of transmission $T$ gives

$$T'=\frac{T\,T_1}{|1-\rho e^{i\theta}|^2},\qquad \rho=\sqrt{R\,R_1}<1 ,$$

where $\theta$ is the phase of one round trip between the chain and the new scatterer. For evenly spread, independent phases, $\langle\ln T\rangle=N\ln T_1$ for the whole chain.

The running example has $T_1=0.9$, $d=100$ nm and $N=30$, so $\lambda=900$ nm, $L=3000$ nm and $T=0.2308$. The product $T_1^N=0.0424$ counts only electrons never turned back. A separate two-scatterer check, listed in the computed results, uses $T_1=0.5$ and $T_2=0.4$.

**Q.** A wire with nothing in it to scatter electrons has 12.9 kΩ? Show me where the voltage is lost.

**A.** Follow the occupations along the line. Measure them from the right reservoir, in units of $f_L-f_R$, so the left reservoir stands at 1 and the right one at 0. Just before scatterer $i$ let the right-going state have occupation $F$ and the left-going state $B$; just after it, $F'$ and $B'$. What leaves the scatterer is made of what arrives:

$$F'=T_iF+R_iB',\qquad B=R_iF+T_iB' .$$

The net flow is

$$J=F-B=(1-R_i)F-T_iB'=T_i(F-B').$$

It is the same everywhere along the line, since no electrons accumulate.

For the local level I take the average of the two directions, $(F+B)/2$. A probe that couples weakly and equally to both directions would settle at this level. Across the scatterer the sum falls by

$$F+B-F'-B'=F(1+R_i-T_i)-B'(1+R_i-T_i)=2R_i(F-B'),$$

because $1-T_i=R_i$. With $F-B'=J/T_i$, half of this is

$$\frac{F+B}2-\frac{F'+B'}2=J\,\frac{1-T_i}{T_i}.$$

Each scatterer therefore has its own voltage drop, proportional to its own term in the sum.

**Q.** Those drops account for the length term. I asked about the other one.

**A.** Look at the two ends. At the left entrance the right-going state is filled by the reservoir, $F=1$, but the left-going state holds only what the line reflects, $B=1-T$. The average is $1-T/2$, while the reservoir stands at 1. The drop is $T/2$. At the right end $F=T$ and $B=0$, so the average is $T/2$ while the reservoir stands at 0. The drop is again $T/2$. Since $J=F-B=T$, each is $J/2$.

The levels must fall from 1 to 0 in total:

$$1=\frac J2+J\sum_i\frac{1-T_i}{T_i}+\frac J2 .$$

Dividing by $J=T$ gives $1/T=1+\sum_i(1-T_i)/T_i$. This derives the sum rule a second time, without any series of reflections. The constant term is two equal halves, one at each reservoir. It arises because a reservoir fills both directions equally while the line, when it carries current, does not.

**Q.** Then is the heat also made at those places?

**A.** Not in this model. The backscattering is elastic and turns no electrical energy into heat. Apart from the small exchanges that may accompany the loss of phase, which I neglect here, an electron leaves the line with the energy it had on entering, and settles to equilibrium inside a reservoir. A drop in the averaged level shows where the flow is impeded, not where energy is released. If the electrons also give energy to vibrations along the way, part of the heat appears in the line.

**Q.** Could I avoid the contact term by measuring differently?

**A.** With two ideal probes of the kind I described, placed inside the line on either side of all the scatterers, you would record their drops and not the two end drops. The ratio of voltage to current would be $(h/2e^2)(1-T)/T$. A circuit, however, has to drive its current through the ends, and for it the two-terminal resistance counts.

**Q.** A copper line does not show an extra 13 kΩ.

**A.** It has many channels in parallel. For $M$ identical channels that exchange no electrons, the currents add at the same voltage, so

$$R_{\rm line}=\frac{h}{2e^2M}\left(1+\frac L\lambda\right).$$

Both terms shrink by the factor $M$. Their ratio, $L/\lambda$, does not depend on $M$. For a line many times longer than $\lambda$ the constant is a small fraction of the total, whatever the number of channels.

**Q.** Give me a case where it is not small.

**A.** Take round parameters in the rough regime of a metallic single-wall carbon nanotube used as an interconnect. Such a tube has two spin-degenerate channels near its Fermi level, so $M=2$; I treat them as independent. I keep $d=100$ nm and $T_1=0.9$, hence $\lambda=900$ nm, and take $L=3$ µm, 300 K and a bias of 50 mV.

Each scatterer contributes $0.1/0.9=0.1111$, and thirty contribute 3.333. One channel has $12.906\times4.333=55.93$ kΩ. The tube has half of this, 27.96 kΩ. The contact term is $12.906/2=6.45$ kΩ, or 23% of the total, and the length term is 21.51 kΩ.

The current is $50\ \text{mV}/27.96\ \text{kΩ}=1.79$ µA. Each contact takes $50\times0.5/4.333=5.77$ mV and each scatterer $50\times0.1111/4.333=1.28$ mV. Two contacts and thirty scatterers together take $11.5+38.5=50$ mV.

**Q.** And if I vary the length?

**A.** With $\lambda$ and the temperature held fixed:

| Length (µm) | Tube resistance (kΩ) |
|---|---|
| 0 | 6.45 |
| 0.3 | 8.60 |
| 0.9 | 12.91 |
| 3 | 27.96 |
| 10 | 78.2 |

The slope is $6.453/0.9=7.17$ kΩ/µm. At $L=\lambda$ the two terms are equal. Dividing the resistance of the 0.3 µm tube by its length would give 28.7 kΩ/µm, four times the slope. To obtain the slope one has to compare several lengths that have the same contacts and the same $\lambda$.

**Q.** You assumed reservoirs that absorb everything. A metal pad touching a nanotube will reflect some electrons.

**A.** A reflecting junction is another scatterer in series, and its term enters the same sum if phase is lost between it and its neighbour. Suppose each end transmits with probability 0.8. Each adds $0.2/0.8=0.25$, and the tube resistance becomes $6.453\times(4.333+0.5)=31.2$ kΩ, an increase of 11.5%. The addition does not depend on length either. The zero-length intercept of a real series of devices therefore contains both the unavoidable 6.45 kΩ and whatever the junctions add. The intercept alone does not say how good a junction is until the first part has been subtracted.

**Q.** You also assumed that phase is lost after every 100 nm. What if it survives for 300 nm?

**A.** Then groups of three scatterers act coherently, and the ten groups add as before. The average over random phases can be done exactly. From $T'=TT_1/|1-\rho e^{i\theta}|^2$, the phase average of $1/T'$ is $(1+RR_1)/(TT_1)$, so the average of $2/T'-1$ is $(1+R)(1+R_1)/(TT_1)=(2/T-1)(2/T_1-1)$. For three scatterers this gives $1.2222^3=1.826$, and a mean $(1-T)/T$ of $(1.826-1)/2=0.413$ in place of $3\times0.1111=0.333$; the sampled value is $0.411\pm0.001$. The mean resistance rises to $6.453\times(1+10\times0.413)=33.1$ kΩ, about 18% above the model. This is for electrons of a single energy. Electrons of different energies gather different phases, and their currents add. The resistance then follows the inverse of an averaged transmission, which is no larger than the average of the inverse, so the energy spread reduces the effect. At 300 K the thermal window covers many turns of the round-trip phase over 100 nm. If each electron keeps its energy along the tube, the rise is then about 12%. If energies are redistributed between groups, each group enters through its mean transmission, 0.7489 against the additive 0.75, and the rise is only about 0.5%.

**Q.** At room temperature the wire itself vibrates. Where is that?

**A.** Partly in $\lambda$. Acoustic vibrations with energies well below $k_BT_{\rm K}$ scatter almost elastically, and their number is proportional to temperature. If they dominate, $\lambda\propto1/T_{\rm K}$. The row of equal scatterers is then a stand-in: in the additive law $d$ and $T_1$ affect the resistance through $\lambda$ alone. On a chip at 380 K, $\lambda=900\times300/380=711$ nm, and the same tube has 33.7 kΩ, about 20% more than at 300 K. This counts the acoustic vibrations alone. The contact term does not change.

**Q.** And the vibrations of high energy?

**A.** They need a separate estimate. Take a rough optical phonon energy $\hbar\omega=0.18$ eV, and a rough length of 20 nm over which an electron free to emit such a phonon would do so and turn back. At a bias of 50 mV the voltage alone cannot supply 0.18 eV, so the process relies on thermally excited electrons and phonons.

Let $f$ be the occupation at energy $E$, $f_\pm$ those at $E\pm\hbar\omega$, and $n$ the phonon number. In units of the free emission rate, absorption and emission change $f$ at the rate

$$\dot f=-f(1-f_+)\,n+(1-f)f_+(n+1)-f(1-f_-)(n+1)+(1-f)f_-\,n .$$

Differentiating with respect to $f$ shows how fast a small disturbance of $f$ decays:

$$g=-\frac{\partial\dot f}{\partial f}=\left[n+f_+\right]+\left[n+1-f_-\right].$$

The products $f_+n$ and $f_-n$ have cancelled. At the Fermi level and 300 K, $n=9.5\times10^{-4}$ and $g=3.8\times10^{-3}$, so the 20 nm are stretched to $20/0.0038$ nm, about 5 µm.

I add $gL/(20\ \text{nm})$ to $L/\lambda$ at each energy and average the resulting transmission with the weight $-\partial f/\partial E$. This gives 35.5 kΩ, an increase of 27%.

**Q.** With 5 µm against 0.9 µm I would have guessed less.

**A.** At the Fermi level alone the added term is $3000\times0.003786/20=0.57$, which is 13% of 4.333. The rest comes from electrons away from it. Since $1-f(x)=f(-x)$ for energies measured from the Fermi level, $g(E)=2n+f(\hbar\omega+E)+f(\hbar\omega-E)$. This is even in $E$ and grows with $|E|$, so the thermally spread electrons are turned back more often.

The 27% is too high, because I treated each energy separately and left out electrons scattered into the state from other disturbed states. An electron at the Fermi level that absorbs a phonon and turns back can then emit one and turn forward again, typically within about 40 nm: twice the free emission length, because the state it returns to is half filled. Solving the linear transport equations with the energies coupled counts these returns and gives about 31.5 kΩ, an increase of 13%. At 380 K, with $\lambda=711$ nm, the same equations give about 45.5 kΩ, so optical phonons then add 35% to the 33.7 kΩ found above. I also used the equilibrium occupations and the weight $-\partial f/\partial E$, which belong to a bias well below $k_BT_{\rm K}/e$, while 50 mV is about twice that; keeping the full occupations at 50 mV changes the 31.5 kΩ by less than 1%. If a value of $\lambda$ is taken from a measured slope at 300 K, it already contains this scattering, which must not then be added again. Above a bias of about $\hbar\omega/e=0.18$ V, emission no longer needs thermal help, and the constant resistance assumed here cannot be relied on.

**Q.** Does the current heat the tube enough to matter?

**A.** Not at this bias. The power is $50\ \text{mV}\times1.79\ \text{µA}=89$ nW. Assign all of it to the tube, and take a rough thermal coupling to the substrate of 0.15 W/(K m). Over 3 µm this is $4.5\times10^{-7}$ W/K, so the tube warms by 0.2 K. The surroundings, at 380 K instead of 300 K, matter far more.

**Q.** Might further channels open?

**A.** Around a tube of diameter $D$ the next allowed transverse wave number is $2\pi/(\pi D)=2/D$. For a linear dispersion with speed $v$ the subband edge lies at $2\hbar v/D$ from the Fermi level of the undoped tube. With rough values $v=8\times10^5$ m/s and $D=1.5$ nm this is 0.70 eV, and the thermal occupation there is about $10^{-12}$. Two channels suffice unless doping or a gate moves the Fermi level close to that edge.

**Q.** How near is all this to a real nanotube?

**A.** A backscattering length of roughly a micrometre at room temperature and low bias, and hence a slope of several kΩ per micrometre, is the right size for a clean metallic tube on a substrate. Defective tubes have shorter lengths. Contacts that reflect change the result. Junctions with a transmission of 0.8 raise the 3 µm result by 11.5%, and poorer ones by more: at 0.5 each adds a full 6.45 kΩ, together 46%. The other corrections found here are about 20% for a chip at 380 K from acoustic vibrations alone, about 18% for phase kept within groups of three scatterers (an average over many tubes, for electrons of a single energy; with the thermal spread at 300 K, between about 0.5% and 12%), and about 13% for optical phonons at 300 K and low bias, with the energies coupled, if $\lambda$ does not already include them. At 380 K acoustic and optical vibrations together add about 63%. All of these raise the resistance, though at a single energy kept phase does so on average and not in every single tube, and several can act together. The 28 kΩ is thus a low estimate for such a tube: a single correction can change it by some tens of per cent, and several together by more. The numerical output lists the values behind these estimates, except those for kept phase with the thermal spread and those for optical phonons with the energies coupled; for the latter it shows only the simpler 27% at 300 K.

## Computed results

```
Pair example: T1 = 0.5, T2 = 0.4
  first four path terms: 0.2000 0.0600 0.0180 0.0054
  summed transmission = 0.28571, reflection = 0.71429
  (1-T)/T: first 1.000, second 1.500, pair 2.500
  phase-averaged coherent pair T = 0.28571
Spacing = 100 nm, T of one scatterer = 0.9
Number = 30, length = 3000 nm
Temperature = 300 K, kT = 0.02585 eV, bias = 50 mV
(1-T)/T of one scatterer = 0.11111
(1-T)/T of the line = 3.3333
Backscattering length lam = 900.0 nm
Line transmission = 0.23077
Product T1^N (no reflected paths) = 0.04239
h/(2e^2) = 12.9064 kohm
Resistance of one channel = 55.928 kohm
Resistance of tube (two channels) = 27.964 kohm
  contact term = 6.4532 kohm
  length term = 21.511 kohm
  contact share = 23.1 %
  slope = 7.170 kohm/um
  length   0.0 um: tube resistance 6.453 kohm
  length   0.3 um: tube resistance 8.604 kohm
  length   0.9 um: tube resistance 12.906 kohm
  length   3.0 um: tube resistance 27.964 kohm
  length  10.0 um: tube resistance 78.155 kohm
Voltage drop at each contact = 5.769 mV
Voltage drop at each scatterer = 1.282 mV
Tube current = 1.788 uA
Neglected effects (tube resistance, change from model):
Coherent over 3 scatterers: mean (1-T)/T = 0.4108 +- 0.0011, additive 0.3333
  resistance 32.97 kohm, +17.9 %
Coherent whole line: mean T = 0.1489 +- 0.0007
  mean ln T = -3.154 +- 0.006, N ln T1 = -3.161
Optical phonon 0.18 eV, emission length 20 nm
  phonon number = 9.474e-04, g(0) = 3.786e-03
  resistance 35.53 kohm, +27.1 %
Contact barriers, T = 0.8 each:
  resistance 31.19 kohm, +11.5 %
Chip at 380 K: lam = 710.5 nm
  resistance 33.70 kohm, +20.5 %
Power = 89.4 nW, thermal coupling = 0.15 W/(K m)
  self-heating = 0.20 K
Velocity = 8.0e+05 m/s, diameter = 1.5 nm
  next subband edge = 0.702 eV, occupation = 1.6e-12
```
